# The Longitudinal Optical Phonon of MgO from the Nonanalytic Dynamical Matrix: verification in Python

```python
"""
Result under test: in a cubic diatomic crystal the long-wave longitudinal mode obeys
    w_LO^2 = w_TO^2 + 4 pi Z^2 / (eps_inf V mu)      (atomic units)
Z: Born charge, eps_inf: clamped-ion permittivity, V: primitive cell volume,
mu: reduced mass, w_TO: transverse frequency.
The independent side is a lattice of charged polarizable ions joined by springs,
with dipole interactions summed by Ewald's method. Its parameters are set to give
the chosen Z, eps_inf and w_TO; these are measured again from their definitions.
Units inside: eV, angstrom, atomic mass unit, wavenumber in 1/cm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erfc

born, eps_inf, volume, wn_to = 1.96, 3.0, 18.7, 400.0
masses = np.array([24.305, 15.999])            # Mg, O
mu = masses.prod() / masses.sum()
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # e^2/(4 pi eps0), eV angstrom
# force constant (eV/angstrom^2) = mass * wavenumber^2 * unit
unit = (2 * np.pi * const.c * 100)**2 * const.atomic_mass * 1e-20 / const.e
pattern = np.array([[1.0, -1.0], [-1.0, 1.0]])
mass_root = np.sqrt(np.outer(masses, masses))
mass_root6 = np.kron(mass_root, np.ones((3, 3)))


def longitudinal(z, eps, vol, to):
    return np.sqrt(to**2 + 4 * np.pi * coulomb * z**2 / (eps * vol * mu * unit))


def nonanalytic_force(direction):
    """Force-constant matrix of the macroscopic field, from the derived formula."""
    charge_vector = np.concatenate([born * direction, -born * direction])
    return 4 * np.pi * coulomb / (volume * eps_inf) * np.outer(charge_vector, charge_vector)


# ---------- microscopic lattice ----------
a = (4 * volume)**(1 / 3)
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
integers = np.array(list(itertools.product(range(-5, 6), repeat=3)))
lattice_points, recip_points = integers @ cell, integers @ recip
eta = np.sqrt(np.pi) / volume**(1 / 3)


def dipole_sum(q, shift, width):
    """Sum of -grad grad (1/r) exp(i q.r) over r = lattice point + shift, r != 0."""
    k = q + recip_points
    k2 = np.sum(k**2, axis=1)
    weight = 4 * np.pi / volume * np.exp(-k2 / (4 * width**2)) / k2
    weight = weight * np.exp(-1j * recip_points @ shift)
    total = np.einsum('n,na,nb->ab', weight, k, k)
    r = lattice_points + shift
    d = np.linalg.norm(r, axis=1)
    if d.min() < 1e-9:
        total = total - 4 * width**3 / (3 * np.sqrt(np.pi)) * np.eye(3)
    r, d = r[d > 1e-9], d[d > 1e-9]
    gauss = 2 * width / np.sqrt(np.pi) * np.exp(-(width * d)**2)
    first = -erfc(width * d) / d**2 - gauss / d
    second = 2 * erfc(width * d) / d**3 + 2 * gauss / d**2 + 2 * width**2 * gauss
    phase = np.exp(1j * r @ q)
    total = total - np.sum(phase * first / d) * np.eye(3)
    total = total - np.einsum('n,na,nb->ab', phase * (second - first / d) / d**2, r, r)
    assert np.abs(total.imag).max() < 1e-9     # every ion is an inversion centre
    return total.real


def dipole_matrix(q, width=eta):
    same = dipole_sum(q, np.zeros(3), width)
    other = dipole_sum(q, np.array([a / 2, 0, 0]), width)
    return np.block([[same, other], [other, same]])


# lattice parameters chosen to reproduce the inputs (checked below)
bare = 3 * born / (eps_inf + 2)
alpha_sum = 3 * volume / (4 * np.pi) * (eps_inf - 1) / (eps_inf + 2)
alpha = np.array([0.1, alpha_sum - 0.1])       # angstrom^3, Mg and O
k_to = mu * wn_to**2 * unit
spring = k_to + coulomb * 4 * np.pi / (3 * volume) * bare * born
ion_charge = np.array([bare, -bare])
Q6 = np.diag(np.repeat(ion_charge, 3))
inv_alpha6 = np.diag(np.repeat(1 / alpha, 3))


def lattice_force(T, q):
    """Force constants after the electronic dipoles have relaxed."""
    link = np.mean(np.cos(q * a / 2))
    springs = spring * np.kron(np.array([[1, -link], [-link, 1]]), np.eye(3))
    relaxed = T - T @ np.linalg.solve(inv_alpha6 + T, T)
    return springs + coulomb * Q6 @ relaxed @ Q6


def squared_wavenumbers(force):
    return np.linalg.eigvalsh(force / mass_root6 / unit)


tiny = 1e-5 * 2 * np.pi / a
qx = np.array([tiny, 0, 0])
Tx = dipole_matrix(qx)
assert np.allclose(Tx, dipole_matrix(qx, 1.25 * eta), atol=1e-10)
T2 = Tx[np.ix_([1, 4], [1, 4])]                # across q: no macroscopic field
assert np.allclose(T2, -4 * np.pi / (3 * volume), atol=1e-8)

# Born charge and clamped-ion permittivity from their definitions
stiff = np.diag(1 / alpha) + T2
induced = -np.linalg.solve(stiff, T2 @ np.array([bare, 0.0]))
born_measured = bare + induced.sum()
eps_measured = 1 + 4 * np.pi / volume * np.linalg.solve(stiff, np.ones(2)).sum()
assert abs(born_measured - born) < 1e-6
assert abs(eps_measured - eps_inf) < 1e-6

# modes of the lattice and of the derived matrix, in several directions
wn_lo = longitudinal(born, eps_inf, volume, wn_to)
expected = np.array([0, 0, 0, wn_to**2, wn_to**2, wn_lo**2])
lattice_lo = []
for vector in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, 3]):
    n = np.array(vector) / np.linalg.norm(vector)
    T = dipole_matrix(tiny * n)
    full = lattice_force(T, tiny * n)
    no_field = T - 4 * np.pi / volume * np.kron(np.ones((2, 2)), np.outer(n, n))
    difference = full - lattice_force(no_field, tiny * n)
    assert np.allclose(difference, nonanalytic_force(n), atol=1e-6)
    modes = squared_wavenumbers(full)
    assert np.allclose(modes, expected, atol=0.5)
    lattice_lo.append(np.sqrt(modes[-1]))
    derived = k_to * np.kron(pattern, np.eye(3)) + nonanalytic_force(n)
    assert np.allclose(squared_wavenumbers(derived), expected, atol=1e-3)
assert abs(wn_lo - 714) < 1


def lattice_permittivity(wn):
    """Response of ions and electrons to a uniform field at wavenumber wn."""
    q2 = np.diag(ion_charge)
    ions = (spring * pattern - np.diag(masses) * wn**2 * unit) / coulomb + q2 @ T2 @ q2
    matrix = np.block([[ions, q2 @ T2], [T2 @ q2, stiff]])
    source = np.concatenate([ion_charge, np.ones(2)])
    return 1 + 4 * np.pi / volume * source @ np.linalg.solve(matrix, source)


eps_static = eps_inf * (wn_lo / wn_to)**2
eps_static_lattice = lattice_permittivity(1.0)
assert abs(eps_static_lattice - eps_static) < 1e-3   # 1/cm stands for zero frequency
wn_zero = brentq(lattice_permittivity, wn_to + 5, 1000)
assert abs(wn_zero - wn_lo) < 0.01
probe = 550.0
k_na = 4 * np.pi * coulomb * born**2 / (eps_inf * volume)
oscillator = eps_inf + eps_inf * k_na / (mu * unit * (wn_to**2 - probe**2))
assert abs(lattice_permittivity(probe) - oscillator) < 1e-3

# ---------- sizes of neglected effects ----------
corners = [longitudinal(born + i * 0.005, eps_inf + j * 0.05, volume + k * 0.05,
                        wn_to + m * 0.5)
           for i, j, k, m in itertools.product((-1, 1), repeat=4)]
expansion, gruneisen, heating = 3e-5, 2.5, 100.0     # rough values for MgO
strain = expansion * heating
to_hot = wn_to * (1 + strain)**(-gruneisen)
lo_hot = longitudinal(born, eps_inf, volume * (1 + strain), to_hot)
film = 50.0                                          # angstrom
q_film = np.array([np.pi / film, 0, 0])
lo_film = np.sqrt(squared_wavenumbers(lattice_force(dipole_matrix(q_film), q_film))[-1])
eps_si = 11.7                                        # rough value for silicon
wn_interface = brentq(lambda w: lattice_permittivity(w) + eps_si, wn_to + 1, wn_lo)
interface_formula = wn_to * np.sqrt((eps_static + eps_si) / (eps_inf + eps_si))
assert abs(wn_interface - interface_formula) < 0.01
q_light = 2 * np.pi * wn_lo * np.sqrt(eps_inf) * 1e-7      # 1/nm
to_mev = const.h * const.c * 100 / const.e * 1000

# ---------- printed numbers ----------
print(f"Born charge: {born:.2f} e; electronic permittivity: {eps_inf:.1f}")
print(f"primitive cell volume: {volume:.1f} A^3; cubic edge: {a:.3f} A")
print(f"transverse wavenumber: {wn_to:.0f} 1/cm")
print(f"masses Mg, O: {masses[0]:.3f}, {masses[1]:.3f} u; reduced: {mu:.4f} u")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV A")
print(f"force constant of 1 u at 1 1/cm: {unit:.5e} eV/A^2")
print(f"transverse force constant: {k_to:.3f} eV/A^2")
print(f"nonanalytic force constant: {k_na:.3f} eV/A^2")
for name, value in (("analytic", k_to), ("nonanalytic", k_na), ("total", k_to + k_na)):
    block = value * pattern / mass_root / unit
    print(f"{name} block MgMg, OO, MgO: {block[0, 0]:.0f}, {block[1, 1]:.0f}, "
          f"{block[0, 1]:.0f} 1/cm^2")
print(f"transverse wavenumber squared: {wn_to**2:.0f} 1/cm^2")
print(f"added to squared wavenumber: {wn_lo**2 - wn_to**2:.0f} 1/cm^2")
print(f"longitudinal wavenumber squared: {wn_lo**2:.0f} 1/cm^2")
print(f"longitudinal wavenumber, formula: {wn_lo:.2f} 1/cm")
print(f"longitudinal phonon energy: {wn_lo * to_mev:.2f} meV")
print(f"lattice model bare charge: {bare:.3f} e; spring: {spring:.3f} eV/A^2")
print(f"lattice model polarizabilities Mg, O: {alpha[0]:.3f}, {alpha[1]:.3f} A^3")
print(f"measured in lattice: Born charge {born_measured:.4f} e, "
      f"permittivity {eps_measured:.4f}")
print("lattice longitudinal, q along 100, 110, 111, 123: "
      + ", ".join(f"{w:.2f}" for w in lattice_lo) + " 1/cm")
print(f"zero of lattice permittivity: {wn_zero:.2f} 1/cm")
print(f"static permittivity, formula: {eps_static:.3f}; lattice: {eps_static_lattice:.3f}")
print(f"error, cubic cell volume used: "
      f"{longitudinal(born, eps_inf, 4 * volume, wn_to):.1f} 1/cm")
print(f"error, electronic screening left out: "
      f"{longitudinal(born, 1.0, volume, wn_to):.1f} 1/cm")
print("input half-widths: 0.005 e, 0.05 (permittivity), 0.05 A^3, 0.5 1/cm")
print(f"longitudinal range from input rounding: {min(corners):.1f} to {max(corners):.1f} 1/cm")
print(f"rough volume expansion: {expansion:.0e} 1/K; rough Grueneisen: {gruneisen:.1f}")
print(f"shift on heating by {heating:.0f} K: transverse {to_hot - wn_to:.2f}, "
      f"longitudinal {lo_hot - wn_lo:.2f} 1/cm")
print(f"film thickness: {film / 10:.0f} nm; standing wavevector: {10 * np.pi / film:.3f} 1/nm")
print(f"lattice longitudinal at that wavevector: {lo_film:.2f} 1/cm "
      f"(shift {lo_film - wn_lo:.2f})")
print(f"light wavevector at longitudinal frequency: {q_light:.2e} 1/nm")
print(f"zone scale 2 pi/a: {20 * np.pi / a:.2f} 1/nm")
print(f"silicon permittivity (rough): {eps_si:.1f}")
print(f"thick-film interface mode against silicon: {wn_interface:.1f} 1/cm")
print("all tests passed")
```

Running it gives:

```
Born charge: 1.96 e; electronic permittivity: 3.0
primitive cell volume: 18.7 A^3; cubic edge: 4.213 A
transverse wavenumber: 400 1/cm
masses Mg, O: 24.305, 15.999 u; reduced: 9.6481 u
e^2/(4 pi eps0): 14.3996 eV A
force constant of 1 u at 1 1/cm: 3.67739e-06 eV/A^2
transverse force constant: 5.677 eV/A^2
nonanalytic force constant: 12.391 eV/A^2
analytic block MgMg, OO, MgO: 63513, 96487, -78283 1/cm^2
nonanalytic block MgMg, OO, MgO: 138636, 210610, -170874 1/cm^2
total block MgMg, OO, MgO: 202149, 307096, -249157 1/cm^2
transverse wavenumber squared: 160000 1/cm^2
added to squared wavenumber: 349245 1/cm^2
longitudinal wavenumber squared: 509245 1/cm^2
longitudinal wavenumber, formula: 713.61 1/cm
longitudinal phonon energy: 88.48 meV
lattice model bare charge: 1.176 e; spring: 13.111 eV/A^2
lattice model polarizabilities Mg, O: 0.100, 1.686 A^3
measured in lattice: Born charge 1.9600 e, permittivity 3.0000
lattice longitudinal, q along 100, 110, 111, 123: 713.61, 713.61, 713.61, 713.61 1/cm
zero of lattice permittivity: 713.61 1/cm
static permittivity, formula: 9.548; lattice: 9.548
error, cubic cell volume used: 497.3 1/cm
error, electronic screening left out: 1099.0 1/cm
input half-widths: 0.005 e, 0.05 (permittivity), 0.05 A^3, 0.5 1/cm
longitudinal range from input rounding: 707.4 to 720.0 1/cm
rough volume expansion: 3e-05 1/K; rough Grueneisen: 2.5
shift on heating by 100 K: transverse -2.98, longitudinal -2.40 1/cm
film thickness: 5 nm; standing wavevector: 0.628 1/nm
lattice longitudinal at that wavevector: 713.27 1/cm (shift -0.34)
light wavevector at longitudinal frequency: 7.77e-04 1/nm
zone scale 2 pi/a: 14.91 1/nm
silicon permittivity (rough): 11.7
thick-film interface mode against silicon: 480.9 1/cm
all tests passed
```
